# Self-Bias of an Oscillating Floating Electrode and Its Ion Bombardment

## A two-level oscillation

An electrode in contact with a plasma is isolated for direct current by a series capacitor. In the steady state the electron and ion charges it collects must balance over each period. Measure its potential from the plasma-sheath edge, and let it float at \(-D_0\) when nothing oscillates. While the electrode repels electrons, the electron current varies as \(\exp(\phi/T_e)\), where \(\phi\) is the electrode potential and \(T_e\) is the electron temperature in volts, that is, \(k_B\) times the temperature divided by \(e\).

Now let the potential spend half of each period at \(-D_0+V\) and half at \(-D_0-V\). The mean electron current is multiplied by

\[
\tfrac12\left(e^{V/T_e}+e^{-V/T_e}\right)=\cosh(V/T_e)>1. \tag{1}
\]

The positive half-period gains more electrons than the negative one loses, because the exponential is convex. If the ion current is unchanged, the electrode charges negatively until a shift \(\Delta\) of its mean potential cancels the enhancement:

\[
e^{\Delta/T_e}\cosh(V/T_e)=1,\qquad \Delta=-T_e\ln\cosh(V/T_e). \tag{2}
\]

A sinusoidal oscillation needs a different average, but the balance is the same.

## Fluxes to the electrode

Let the electrode potential be

\[
\phi(t)=-D+V\cos\omega t,\qquad U(t)=-\phi(t)=D-V\cos\omega t. \tag{3}
\]

Here \(D\) is the mean potential drop across the sheath and \(V\) is the amplitude across the sheath, which need not equal the generator amplitude. The electrons are taken as Maxwellian at the sheath edge, with density \(n_s\), and as crossing the sheath in a time much shorter than a period. This requires \(\omega\) well below the electron plasma frequency.

An electron of mass \(m\) reaches the electrode if its normal speed exceeds \(v_b=\sqrt{2eU/m}\), for \(U\ge0\). The flux is therefore

\[
\Gamma_e=n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{v_b}^{\infty}v\,
e^{-mv^2/(2eT_e)}\,dv. \tag{4}
\]

The integrand is the derivative of \(-(eT_e/m)\,e^{-mv^2/(2eT_e)}\), so

\[
\Gamma_e=\Gamma_{\rm sat}e^{-U/T_e},\qquad
\Gamma_{\rm sat}=n_s\sqrt{\frac{eT_e}{2\pi m}}. \tag{5}
\]

For \(U<0\) there is no barrier, and the flux from the edge stays at \(\Gamma_{\rm sat}\).

Singly charged ions of mass \(M\) enter at the Bohm speed, with mean flux \(\Gamma_i=n_s\sqrt{eT_e/M}\). The flux ratio is

\[
R=\frac{\Gamma_{\rm sat}}{\Gamma_i}=\sqrt{\frac{M}{2\pi m}}. \tag{6}
\]

Without oscillation, \(Re^{-D_0/T_e}=1\), hence \(D_0=T_e\ln R\).

## The sinusoidal average

Displacement current carries no net charge over a period, since the charge on the sheath capacitance returns to its starting value. Only the conduction currents enter the balance. We assume that the oscillation leaves \(T_e\), \(n_s\) and the mean ion flux unchanged, and that the electrode emits no electrons. With \(a=V/T_e\), \(\theta=\omega t\) and angle brackets for an average over a period, equations (3) and (5) give

\[
R\,e^{-D/T_e}\langle e^{a\cos\theta}\rangle=1. \tag{7}
\]

To evaluate the average, expand the exponential. Odd powers of the cosine average to zero, and \(\langle\cos^{2k}\theta\rangle=(2k)!/[4^k(k!)^2]\). Therefore

\[
\langle e^{a\cos\theta}\rangle
=\sum_{k=0}^{\infty}\frac{a^{2k}}{(2k)!}\frac{(2k)!}{4^k(k!)^2}
=\sum_{k=0}^{\infty}\frac{(a/2)^{2k}}{(k!)^2}=I_0(a), \tag{8}
\]

which is the series of the modified Bessel function. Taking the logarithm of (7) yields

\[
D=D_0+T_e\ln I_0(V/T_e),\qquad
\boxed{\Delta=-(D-D_0)=-T_e\ln I_0(V/T_e)}. \tag{9}
\]

The solution is unique: increasing \(D\) lowers the mean electron flux whenever some part of the period is retarding, and a period with no retarding part would give \(\Gamma_{\rm sat}\ne\Gamma_i\).

What is cancelled is the enhancement of the mean current. The instantaneous ratio \(\Gamma_e/\Gamma_i=e^{a\cos\theta}/I_0(a)\) still pulses, with its peak at the most positive electrode potential.

For any other zero-mean periodic waveform \(v(t)\), the same balance gives \(\Delta=-T_e\ln\langle e^{v/T_e}\rangle\), provided the sheath stays retarding. Equation (2) is one case. The amplitude alone therefore does not fix the shift; the waveform matters.

## Small and large amplitudes

For small \(a\), equation (8) begins \(I_0=1+a^2/4+a^4/64+\cdots\). Using \(\ln(1+z)=z-z^2/2+\cdots\), the fourth-order coefficient is \(1/64-1/32=-1/64\), so

\[
\Delta=-\frac{V^2}{4T_e}+\frac{V^4}{64T_e^3}+\cdots. \tag{10}
\]

The leading term is quadratic because the linear change in current averages to zero.

For large \(a\), the average is dominated by angles near \(\theta=0\), where \(\cos\theta\simeq1-\theta^2/2\). Extending the resulting Gaussian integral to infinity gives

\[
I_0(a)\simeq\frac{e^a}{2\pi}\int_{-\infty}^{\infty}e^{-a\theta^2/2}d\theta
=\frac{e^a}{\sqrt{2\pi a}}, \tag{11}
\]

\[
\Delta\simeq-V+\frac{T_e}{2}\ln\frac{2\pi V}{T_e}. \tag{12}
\]

The bias follows the amplitude, less a logarithmic term. That term arises because electrons arrive in a pulse of phase width of order \(a^{-1/2}\), during which the barrier must be low enough to admit a whole period's electron charge.

## Where electron saturation intervenes

Equation (9) requires \(D\ge V\), so that the electrode never rises above the sheath-edge potential. From (9) this condition is

\[
\frac{e^a}{I_0(a)}\le R. \tag{13}
\]

The left side increases with \(a\), since the derivative of its logarithm is \(1-I_1(a)/I_0(a)>0\); the ratio \(I_1/I_0\) is an average of \(\cos\theta\) with positive weight \(e^{a\cos\theta}\). There is thus one threshold. With (11) it is approximately \(V=T_eR^2/(2\pi)\).

Above the threshold the true electron flux is capped at \(\Gamma_{\rm sat}\), whereas the exponential continues to rise. Less negative bias is then needed. For a test ratio \(R=8\), the limit is \(V/T_e=10.4\). At \(V/T_e=40\), solving the capped balance with fixed ion flux gives \(\Delta/T_e=-35.8\), while (9) would give \(-37.2\).

## The capacitor must hold its voltage

Let \(C\) be the blocking capacitance per unit electrode area, much larger than the sheath capacitance, so that the source amplitude \(V\) appears across the sheath when the capacitor voltage is steady. Write the electrode potential as \(-D_0+V\cos\omega t+T_eu(t)\), where \(T_eu\) is the change of capacitor voltage. With ion current density \(J_i=e\Gamma_i\), taken constant, the net collected positive charge changes \(u\) according to

\[
\tau\frac{du}{dt}=1-e^{u+a\cos\omega t},\qquad
\tau=\frac{CT_e}{J_i}. \tag{14}
\]

Set \(w=e^{-u}\). Then \(dw/dt=-w\,du/dt\), and \(we^u=1\), so the equation becomes linear:

\[
\tau\frac{dw}{dt}+w=e^{a\cos\omega t}
=I_0(a)+2\sum_{n=1}^{\infty}I_n(a)\cos n\omega t. \tag{15}
\]

The last form is the Fourier series that defines \(I_n\). For harmonic \(n\), insert \(A_n\cos n\theta+B_n\sin n\theta\). The sine terms require \(B_n=n\omega\tau A_n\), and the cosine terms then require \(A_n[1+(n\omega\tau)^2]=2I_n\). The periodic solution is

\[
w_p=I_0+2\sum_{n=1}^{\infty}I_n
\frac{\cos n\theta+n\omega\tau\sin n\theta}{1+(n\omega\tau)^2}. \tag{16}
\]

Its mean is \(I_0\). The mean bias shift is \(-T_e\langle\ln w_p\rangle\), and because the logarithm is concave,

\[
-T_e\langle\ln w_p\rangle\ge-T_e\ln\langle w_p\rangle=-T_e\ln I_0(a). \tag{17}
\]

A finite capacitor therefore weakens the negative shift. As \(\omega\tau\to0\), equation (15) gives \(w_p\to e^{a\cos\theta}\), so \(T_eu\to-V\cos\theta\). The capacitor voltage cancels the source oscillation, the electrode stays at \(-D_0\), and the mean shift vanishes.

For \(\omega\tau\gg1\), write \(w_p=I_0(1+\delta)\), with \(\langle\delta\rangle=0\) and \(\delta\) small. Then \(-\langle\ln w_p\rangle\simeq-\ln I_0+\langle\delta^2\rangle/2\). Harmonic \(n\) of \(\delta\) has squared amplitude \(4I_n^2/\{I_0^2[1+(n\omega\tau)^2]\}\), and its mean square is half that. The mean shift is consequently less negative than (9) by

\[
T_e\sum_{n=1}^{\infty}\frac{I_n^2(a)}{I_0^2(a)\,[1+(n\omega\tau)^2]}. \tag{18}
\]

Equation (15) also describes the start, provided the electrode is retarding throughout; at \(u=0\) this requires \(V\le D_0\). For larger \(V\), electron saturation limits the early current, and the true charging is slower than (15) predicts. From \(u=0\), the solution of (15) is \(w=w_p(t)+[1-w_p(0)]e^{-t/\tau}\). When \(\omega\tau\gg1\), \(w_p\) is close to \(I_0\), and

\[
u\simeq-\ln\left[I_0-(I_0-1)e^{-t/\tau}\right]. \tag{19}
\]

This smooth form applies once many periods have passed. In the first few, the charge delivered by a single electron pulse can change \(w\) by more than its initial value of one.

## Ion energy and angle

The bias sets the mean voltage available to the ions. Suppose that they cross the sheath without collisions, starting with energy \(T_e/2\) in electronvolts, the Bohm energy, and with uniformly distributed entry phases. As a model, freeze the sheath width \(s\) and take the potential as \(-U(t)(x/s)^{4/3}\), with \(x\) measured from the edge. The energy \(E\) in electronvolts obeys

\[
\frac{dE}{dx}=\frac{4}{3s}\left(\frac{x}{s}\right)^{1/3}
\left[D-V\cos\omega t(x)\right], \tag{20}
\]

where \(t(x)\) is the time at which the ion passes \(x\). The weight multiplying the bracket integrates to one across the sheath. Averaging over ions gives

\[
\langle E\rangle=D+\frac{T_e}{2}
-V\int_0^s\frac{4}{3s}\left(\frac{x}{s}\right)^{1/3}
\langle\cos\omega t(x)\rangle\,dx. \tag{21}
\]

The last term vanishes if passage phases are uniform at every \(x\). In the slow limit an ion crosses at one fixed phase, so its phase remains uniform, and \(E=D+T_e/2-V\cos\theta\). The mean is \(D+T_e/2\) and the full width is \(2V\).

In the fast limit the mean is the same. The field vanishes at the edge and at first grows as \(t^{1/3}\) along an ion's path, so the lasting velocity change from the entry phase scales as \(\int q^{1/3}\cos(q+\theta_0)\,dq/\omega^{4/3}\), with \(q=\omega t\) and \(\theta_0\) the entry phase. The resulting phase modulation, \(\omega\) times the change in transit time, falls as \(\omega^{-1/3}\) and vanishes.

The remaining fast-limit width comes mainly from the oscillating velocity at impact. At \(x=s\), integrating the oscillating force over time at nearly constant field amplitude gives

\[
\tilde v\simeq-\frac{4eV}{3Ms\omega}\sin\omega t. \tag{22}
\]

If \(v\) is the impact speed in the mean potential, the energy change is \(Mv\tilde v/e\) in electronvolts. Its full range is

\[
\delta E\simeq\frac{8}{3}\frac{Vv}{s\omega}. \tag{23}
\]

The omitted entry contribution is smaller only by a factor of order \(\omega^{-1/3}\), so (23) is approached slowly.

A planar sheath exerts no transverse force. For ion temperature \(T_i\) in volts, the two transverse velocity components give \(\langle v_\perp^2\rangle=2eT_i/M\), while \(v_z^2=2eE/M\) at impact. Since the transverse velocity is independent of \(E\), the angle \(\alpha\) from the surface normal satisfies

\[
\langle\tan^2\alpha\rangle=T_i\left\langle\frac1E\right\rangle. \tag{24}
\]

For a single-energy beam, a larger energy narrows the angles. In general the angle depends on \(\langle1/E\rangle\), so the mean energy alone does not fix it. At a fixed mean energy, spread widens them, because \(\langle1/E\rangle\ge1/\langle E\rangle\).

## A worked example

Take \(T_e=3\) V, \(V=30\) V, ions of mass 40 u, \(n_s=10^{16}\ {\rm m^{-3}}\), \(T_i=0.05\) V and a frequency of 13.56 MHz. These are round model parameters. Equation (6) gives \(R=107.73\), and the balance is

\[
\begin{aligned}
D_0&=3\ln(107.73)=14.04\ {\rm V},\\
\Delta&=-3\ln I_0(10)=-3(7.943)=-23.83\ {\rm V},\\
D&=14.04+23.83=37.87\ {\rm V}.
\end{aligned} \tag{25}
\]

The mean electrode potential is thus \(-37.87\) V. Finding the zero-current bias directly from the velocity integral (4) and a phase average, without using (5) or (8), gives the same shift. The large-amplitude estimate (12) gives \(-23.79\) V.

The instantaneous drop runs from 7.87 to 67.87 V, so the sheath remains retarding. At the lowest barrier the electron flux is 7.8 times the ion flux, far below \(R\). Condition (13) would permit amplitudes up to about 5.5 kV, but this is a limit from electron saturation alone. It does not establish that emission stays absent or that the plasma stays unchanged at such voltages.

For \(C=10^{-5}\ {\rm F\,m^{-2}}\) and \(J_i=4.31\ {\rm A\,m^{-2}}\),

\[
\tau=\frac{(10^{-5})(3)}{4.31}\ {\rm s}=6.96\ {\rm \mu s},\qquad
\omega\tau=593. \tag{26}
\]

The capacitor correction (18) is about 10 μV. A larger effect, left out of (14), is the division of the source voltage between the blocking and sheath capacitances. With the rough estimate \(\varepsilon_0/s\) for the sheath capacitance, given below, it lowers the amplitude across the sheath by about 0.13%, or 0.04 V, and weakens the shift by nearly as much. The frozen profile of (20), whose field at the electrode is \(4U/(3s)\), corresponds to \(4\varepsilon_0/(3s)\) and gives 0.17%, or 0.05 V. Both effects are negligible here. If the frequency were lowered with \(a\) and \(C\) unchanged, the mean shift would be \(-21.30\) V at \(\omega\tau=1\) and \(-1.23\) V at \(\omega\tau=0.1\). Direct integration of (14) at \(\omega\tau=100\pi\), from \(u=0\), gives \(-22.45\) V after \(\tau\) and \(-23.68\) V after \(3\tau\), in agreement with (19). This checks the solution of (14), not the true start of this example: here \(V>D_0\), so the electrode begins above the sheath-edge potential, where (14) overstates the electron current. Within the model, most of the bias appears within one \(\tau\) because it depends on the logarithm of \(w\).

For the ion model, the width is set by the Child law at the mean drop,

\[
s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2D}{T_e}\right)^{3/4}=0.684\ {\rm mm},
\qquad \lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en_s}}. \tag{27}
\]

The sheath capacitance \(\varepsilon_0/s=1.3\times10^{-8}\ {\rm F\,m^{-2}}\) is indeed much smaller than \(C\). The ratio of \(\omega\) to the electron plasma frequency is 0.015, which supports the quasi-static treatment of electrons.

Both limits predict a mean ion energy of \(37.87+1.50=39.37\) eV. Trajectories with the bias held fixed give 39.37 eV at 0.1 MHz, with a width of 60.0 eV, and 39.35 eV at 100 MHz, with a width of 2.64 eV. Equation (23) predicts 2.57 eV for the latter width.

At 13.56 MHz neither limit applies. The mean is 38.16 eV and the energies run from 30.4 to 48.8 eV. By (21), the reduction of the mean corresponds to a weighted average of \(\langle\cos\omega t(x)\rangle\) equal to \((39.37-38.16)/30=0.04\): within this model, the passage phases, weighted by the mean field, slightly favor low sheath drop. This small average hides a partial cancellation: the ions favor phases of high drop over roughly the 40% of the sheath nearest the plasma, and phases of low drop over nearly all the rest. A self-consistent moving sheath could change these intermediate-frequency values, and also the fast-limit width (23), which relies on the frozen-width field at the electrode.

The root-mean-square \(\tan\alpha\) falls from 0.0567 without oscillation to 0.0367 at 13.56 MHz. A single-energy beam with the same mean energy would give 0.0362. The increase of the mean drop alone, with mean energy 39.37 eV and no spread, would give 0.0356. The bias therefore drives the narrowing, while the lower mean energy at this frequency and the energy spread each offset it slightly. The offset is small only because the spread is modest here: at 0.1 MHz, with the full width \(2V\), the value is 0.0443 even though the mean energy is higher, 39.37 eV. The numerical output below lists the values in full.

## Computed values

```
Te = 3.0 V; V = 30.0 V; V/Te = 10.0
ion mass = 40.0 u; Ti = 0.05 V
edge density = 1.0e+16 m^-3
frequency = 13.56 MHz
electron saturation/ion flux R = 107.73
drop without oscillation D0 = 14.039 V
bias shift: amplitude V, root V, formula V
    3.0    -0.7077    -0.7077
   10.0    -5.5773    -5.5773
   30.0   -23.8289   -23.8289
  100.0   -91.9948   -91.9948
ln I0(V/Te) = 7.94297
I0(V/Te) = 2815.72
large-amplitude estimate = -23.789 V
total mean drop D = 37.868 V
least, greatest drop = 7.868, 67.868 V
peak electron/ion flux = 7.823
saturation-limit amplitude = 5542 V
test R = 8.0: limit V/Te = 10.446
  V/Te=40 shift/Te: true -35.812, formula -37.240
ion current density = 4.310 A/m^2
blocking capacitance = 1.0e-05 F/m^2
charging time tau = 6.961 us
omega*tau = 593.0
shift at tau, 3 tau = -22.454, -23.676 V
finite capacitor: omega*tau, mean shift V
      0.1    -1.22940
      1.0   -21.30211
     10.0   -23.79536
    593.0   -23.82891
example capacitor deficit = 9.580 uV
sheath width = 0.6836 mm
sheath capacitance = 1.295e-08 F/m^2
omega/electron plasma frequency = 0.0151
100 MHz: same ratio = 0.1114
D + Te/2 = 39.368 V
ions: MHz, mean eV, min eV, max eV, width eV
    0.10  39.374   9.378  69.366  59.988
   13.56  38.157  30.396  48.811  18.415
  100.00  39.351  38.050  40.693   2.643
fast-width law at 100 MHz = 2.567 eV
rms tan(angle), no oscillation = 0.05673
rms tan(angle), 13.56 MHz = 0.03672
same mean energy, no spread = 0.03620
```
